# Why well-channelled ions lose less energy: stopping averaged over accessible area

## Result and scope

A fast light ion with little transverse energy in a crystal channel loses less energy per length than an ion in a random direction, because it is kept away from the rows of atoms and so meets few core electrons. In the model below, the channelled stopping is

$$
\frac{S_{\rm ch}}{S_R}=\frac1A\int_A\frac{S(\mathbf r)}{S_R}\,d^2r,\qquad A=\{\mathbf r:U(\mathbf r)<E_\perp\}. \tag{1}
$$

Here $\mathbf r$ is the position across the channel, $U$ the potential energy averaged along the axis, $E_\perp$ the transverse energy, $S(\mathbf r)$ the position-dependent stopping and $S_R$ the random stopping. For 2 MeV helium along [100] in silicon with $E_\perp=10$ eV, the model, which takes the electrons as initially at rest, gives a ratio of 0.62, while the mean electron density in the accessible area is 0.30 of the crystal mean. Allowing for the motion of the L electrons raises the ratio to about 0.7. Stopping falls with density, but not in proportion: the electrons that remain, the valence electrons, each take more energy than the core electrons that are avoided.

Atomic units ($\hbar=m_e=e=1$) are used in the derivation. The ion is bare, with charge $Z_1$, mass $M$, speed $v$ and energy $E=Mv^2/2$. The argument concerns electronic stopping of ions much faster than the valence electrons. It does not carry over unchanged to slow implanted ions, whose stopping has another dependence on density and speed.

## Which part of the channel the ion can reach

At a small angle $\psi$ to the axis the ion passes many atoms before it moves appreciably sideways. Their potential can then be averaged along the row. The averaged potential exerts no force along the axis, so transverse energy is conserved as long as scattering and slowing down are ignored. With transverse momentum $p_\perp\simeq Mv\psi$,

$$
E_\perp=\frac{p_\perp^2}{2M}+U(\mathbf r)=E\psi^2+U(\mathbf r). \tag{2}
$$

The zero of $U$ is its minimum, at the channel centre. Since kinetic energy cannot be negative, the ion is confined to $U<E_\perp$.

The weight of each accessible point follows from statistical equilibrium, in which all transverse states of the same $E_\perp$ are equally populated. The weight is the momentum integral

$$
\begin{aligned}
w(\mathbf r)&=\int d^2p\;\delta\!\left(E_\perp-\frac{p^2}{2M}-U(\mathbf r)\right)\\
&=\int_0^\infty 2\pi M\,d\epsilon\;\delta(E_\perp-U-\epsilon)=2\pi M .
\end{aligned}\tag{3}
$$

The second line uses $d^2p=2\pi p\,dp$ and $\epsilon=p^2/2M$, so that $p\,dp=M\,d\epsilon$. The weight is the same wherever $U<E_\perp$ and zero elsewhere, which gives the plain area average in (1). For planar channelling there is one transverse momentum, and the same integral gives $\sqrt{2M/(E_\perp-U)}$. A plain average over the accessible width would then be wrong.

## Potential and density from the same atoms

Let $N$ be the number of atoms per volume, $Z_2$ the nuclear charge and $F_s(G)$ the form factor of shell $s$, with $F_s(0)=n_s$ electrons. Gaussian thermal displacements of root-mean-square size $u$ per direction multiply each Fourier component by $D(G)=e^{-G^2u^2/2}$. The density of shell $s$, averaged along the axis, is

$$
\rho_s(\mathbf r)=N\sum_{\mathbf G}F_s(G)D(G)\,e^{i\mathbf G\cdot\mathbf r}. \tag{4}
$$

Poisson's equation for a positive ion is $\nabla^2U=-4\pi Z_1(\rho_{\rm nuc}-\sum_s\rho_s)$. In Fourier space $\nabla^2$ becomes $-G^2$, hence

$$
U_{\mathbf G}=\frac{4\pi Z_1N}{G^2}\Big[Z_2-\sum_sF_s(G)\Big]D(G),\qquad \mathbf G\ne0. \tag{5}
$$

The constant term is fixed by the zero of $U$. The boundary of the channel and its electron content thus come from one charge distribution.

The example superposes free atoms with Slater shells. For principal number $q$ and exponent $\zeta$, the normalized radial distribution is $P(r)=(2\zeta)^{2q+1}r^{2q}e^{-2\zeta r}/(2q)!$. The angular average of $e^{i\mathbf G\cdot\mathbf r}$ is $\sin(Gr)/(Gr)$, and

$$
\int_0^\infty r^{2q-1}e^{-2\zeta r}\sin(Gr)\,dr=(2q-1)!\;{\rm Im}\,(2\zeta-iG)^{-2q}.
$$

Writing $2\zeta-iG=\sqrt{4\zeta^2+G^2}\,e^{-i\theta}$ with $\theta=\arctan(G/2\zeta)$ gives

$$
F_s(G)=n_s\frac{(2\zeta)^{2q+1}\sin(2q\theta)}{2qG\,(4\zeta^2+G^2)^q}. \tag{6}
$$

## Energy given to one electron

Treat an electron of shell $s$ as an oscillator of frequency $\omega$, displaced little compared with its distance $b$ from the straight ion path. The force components across and along the path have magnitudes

$$
F_\perp=\frac{Z_1b}{(b^2+v^2t^2)^{3/2}},\qquad
F_\parallel=\frac{Z_1vt}{(b^2+v^2t^2)^{3/2}} .
$$

For each component, $\ddot x+\omega^2x=F$. The combination $w=\dot x+i\omega x$ obeys $\dot w=F+i\omega w$. Starting from rest, its final magnitude is $|\int F e^{-i\omega t}dt|$, and the energy gained is $|w|^2/2$.

Both integrals follow from

$$
\int_{-\infty}^{\infty}\frac{\cos\omega t}{\sqrt{b^2+v^2t^2}}\,dt=\frac2vK_0(\xi),\qquad \xi=\frac{\omega b}{v}.
$$

Differentiating with respect to $b$, with $K_0'=-K_1$, gives a transverse integral of magnitude $2Z_1\omega K_1/v^2$. For the longitudinal one, $vt/(b^2+v^2t^2)^{3/2}=-v^{-1}\,d(b^2+v^2t^2)^{-1/2}/dt$. Integration by parts moves the derivative onto $\sin\omega t$ and gives $2Z_1\omega K_0/v^2$. Adding the two energies,

$$
T(b)=\frac{2Z_1^2\omega^2}{v^4}\big[K_0^2(\xi)+K_1^2(\xi)\big]. \tag{7}
$$

For $\xi\ll1$ this tends to the impulse result $2Z_1^2/(v^2b^2)$. For $\xi\gg1$ the force changes slowly compared with the oscillation and the transfer dies out exponentially. The length $v/\omega$ is therefore the range of the loss.

The total loss per electron is the integral over $b$. With $K_1'=-K_0-K_1/\xi$,

$$
\frac{d}{d\xi}(\xi K_0K_1)=K_0K_1-\xi K_1^2-\xi K_0^2-K_0K_1=-\xi(K_0^2+K_1^2),
$$

so that

$$
\int_{b_c}^{\infty}2\pi b\,T\,db=\kappa L,\quad
\kappa=\frac{4\pi Z_1^2}{v^2},\quad
L=\xi_cK_0(\xi_c)K_1(\xi_c), \tag{8}
$$

where $\xi_c=\omega b_c/v$. The lower cutoff stands for the quantum blurring of close collisions. At small $\xi_c$, $K_0\simeq\ln(2/\xi_c)-\gamma$ and $\xi_cK_1\simeq1$, where $\gamma$ is Euler's constant. Hence $L\simeq\ln[2e^{-\gamma}v/(\omega b_c)]$. The choice $b_c=e^{-\gamma}/v$ makes this the Bethe logarithm $\ln(2v^2/\omega)$. The sharp cut is a modelling choice; the logarithm fixes its position. Close to the path the small-displacement assumption fails, so the close-collision part rests on this matching and not on the oscillator's motion. In the worked case below, letting the force follow the displaced electron multiplies (7) for an L electron by about 2.0, 1.5 and 1.1 at $2b_c$, $4b_c$ and $8b_c$; for a valence electron it changes (7) by less than 10% at these distances.

## From one electron to the channel average

An ion at $\mathbf r$ excites electrons at $\mathbf r+\mathbf b$, so

$$
S(\mathbf r)=\sum_s\int_{b>b_c}T_s(b)\,\rho_s(\mathbf r+\mathbf b)\,d^2b. \tag{9}
$$

This is a smeared density rather than the density at the ion. By (4), each Fourier component of $\rho_s$ is multiplied by $2\pi\int_{b_c}^\infty bJ_0(Gb)T_s(b)\,db$. A randomly directed ion samples the whole cell evenly. Only $\mathbf G=0$ survives that average, and

$$
S_R=N\kappa\sum_sn_sL_s. \tag{10}
$$

Let $g_s$ be the stopping due to shell $s$ averaged over $A$, divided by its average over the cell. Then (1) becomes

$$
\frac{S_{\rm ch}}{S_R}=\frac{\sum_sn_sL_sg_s}{\sum_sn_sL_s}. \tag{11}
$$

If the core is avoided and the valence cloud is nearly uniform, $g_{\rm core}\to0$ and $g_{\rm val}\to1$. The ratio then tends to the valence share of the stopping, not to the valence share of the electrons. Proportionality to the total density would follow if the loss were local and all shells had the same $L_s$. Neither condition is built into (9).

## Worked case: 2 MeV helium in silicon along [100]

The lattice constant is 0.543 nm and the vibration amplitude 0.0075 nm per direction. The projected rows form a square lattice of side 0.192 nm. The ion speed is 4.489 atomic units. In the ion's frame a free electron initially at rest arrives at speed $v$ and can be turned back; in the crystal it then moves at $2v$, with energy $2v^2=1097$ eV. This lies below the silicon K edge, roughly 1840 eV, so K electrons are left out of the stopping, though they are kept in the density and the potential.

The valence frequency is that of a uniform electron gas. Displacing the gas by $x$ creates a restoring field $4\pi Nn_{\rm val}x$, so $\omega_{\rm val}^2=4\pi Nn_{\rm val}$, or 16.6 eV for four electrons per atom. The L-shell excitation energy is a rough model value, 250 eV. Taking the electrons as initially at rest is good for the valence shell but poor for the L shell, whose electrons move about as fast as the ion. The size of this error is given below.

Equation (8) gives $L=1.420$ per L electron and 4.188 per valence electron. The weights are

$$
8\times1.420=11.36,\qquad 4\times4.188=16.75 .
$$

The valence share of random stopping is $16.75/28.11=0.596$, although valence electrons are only $4/14=0.286$ of all electrons. In energy units, $S_R=267$ eV/nm, of which 108 comes from the L shell and 159 from the valence electrons.

For $E_\perp=10$ eV, equation (2) gives an angle at the channel centre of $\sqrt{10/(2\times10^6)}=2.24\times10^{-3}$ rad, or 0.128°. The accessible area is 55% of the cell. There the L-shell part drops from 107.9 to 3.6 eV/nm, while the valence part changes from 159.1 to 161.4 eV/nm. Thus

$$
S_{\rm ch}=3.6+161.4=165.0\ {\rm eV/nm},\qquad
\frac{165.0}{267.0}=0.618 .
$$

Ion speed and crystal are the same in both cases; only the sampled area differs. The loss of L-shell stopping accounts for the whole reduction, and the small valence gain slightly offsets it.

The dependence on transverse energy is:

| $E_\perp$ (eV) | Area share | Density / mean | $S_{\rm ch}/S_R$ |
|---:|---:|---:|---:|
| 1 | 0.049 | 0.278 | 0.595 |
| 3 | 0.147 | 0.283 | 0.600 |
| 10 | 0.553 | 0.298 | 0.618 |
| 30 | 0.860 | 0.354 | 0.705 |
| 100 | 0.980 | 0.728 | 0.926 |

Up to 10 eV the ratio hardly moves, because the core is already largely avoided. At higher energies the boundary moves towards the rows. At 100 eV only 2.0% of the cell is forbidden, but the allowed part holds $0.980\times0.728=0.713$ of the electrons. The other 29% sit in that small forbidden area. As it shrinks to nothing, (1) returns the random value.

The barrier between neighbouring channels is 7.1 eV. Ions below it stay in one channel; at 10 eV they can wander between channels. If the accessible area is evenly filled, (1) gives the same average in both cases, since all channels are equivalent.

## Does smearing matter, and is the area really filled?

Replacing (9) by the local form $\kappa\sum_sL_s\rho_s(\mathbf r)$ gives 0.619 at 10 eV, against 0.618 with smearing. For this average the distinction between shells matters much more than the finite range. The close agreement is partly a cancellation. Smearing raises the L-shell part from 0.3 to 3.6 eV/nm, because the ion can excite core electrons at a distance. It lowers the valence part from 164.8 to 161.4 eV/nm, because the valence density in the accessible area is slightly above the crystal mean and smearing brings it closer to that mean.

Whether uniform filling persists was tested by following 1500 ions at $E_\perp=10$ eV through 2 µm, without slowing or random scattering. Started evenly over the accessible area with random transverse directions, they had a mean $U$ of 5.13 eV between 1 and 2 µm; the area average is 5.14 eV.

A second group of 1500 entered parallel to the axis near the edge of the accessible area. Their mean $U$ fell from 9.84 eV at the surface to 5.03 eV between 1 and 2 µm, within about 2% of the area value. Their stopping ratio began at 0.653 and averaged 0.618 over the first 500 nm. The area average is therefore a good estimate over that depth for this group, but not right at the surface.

## How far to trust the number

For real 2 MeV helium in silicon, random stopping is roughly 250 eV/nm, so the model's 267 eV/nm is somewhat high. The lattice constant and vibration amplitude are typical of silicon near room temperature. The L-shell energy is less certain: 200 eV gives a ratio of 0.59 and 300 eV gives 0.65. Changing the valence exponent by 10% either way gives 0.61 to 0.62. Hartree-Fock free atoms in place of Slater shells leave the ratio at 0.62, but lower the barrier between channels from 7.1 to 6.5 eV and raise the accessible share at 10 eV from 55% to about 58%.

These variations all keep the electrons initially at rest. A larger error comes from that assumption itself. The root-mean-square speed of the L electrons is 5.0 atomic units in Hartree-Fock atoms and 4.5 for Slater 2s and 2p orbitals, against 4.5 for the ion. A quantum oscillator in its ground state includes part of this motion: at 250 eV its root-mean-square speed is 3.7. In the first Born approximation it gives a stopping number of 0.94 per L electron instead of 1.42, and 4.14 per valence electron instead of 4.19. With the same $g_s$ in (11), the ratio rises from 0.62 to 0.71 and the random stopping falls to 229 eV/nm. Averaging the stopping force over the velocities of Slater L electrons, two in 2s and six in 2p orbitals, gives 0.74. The ratios quoted elsewhere for electrons at rest should be read with this shift of about 0.1 in mind.

Real ions also break the assumption of a bare charge treated to lowest order in $Z_1$. The Bloch correction lowers each stopping number by 0.204. Applied as a local term to the L and valence electrons, it raises the ratio to 0.64. The charge state matters little here, because helium at 0.5 MeV per nucleon is almost fully stripped. A rough stripping formula meant for heavier ions gives a mean charge of 0.94 of the full value. If random ions carried that charge while channelled ions stayed bare, the ratio would be $0.618/0.941^2=0.70$, which greatly overstates the effect for this ion. At lower speeds charge exchange needs proper treatment. These are separate estimates, not error bars to be added.

Nuclear stopping is about 0.1% of the random electronic stopping, so its suppression cannot explain the effect. The oscillator formula applied to the K shell adds about 0.3% to the random value. The Barkas correction, bonding charge and dechannelling by multiple scattering are not included. Dechannelling limits the depth over which a fixed $E_\perp$ may be used.

## Use in depth analysis

Over 500 nm at constant stopping, a random ion loses $267.0\times500=133.5$ keV and the 10 eV channelled ion 82.5 keV. The channelled ion arrives with 51 keV more energy, or about 30 keV more if the motion of the L electrons is included. Its transverse energy is not strictly fixed over this path: scattering by electrons raises it by roughly $S_{\rm ch}z/(2M)$ at depth $z$, with $M$ in electron masses, or about 4 to 6 eV here. The same scattering spreads $E_\perp$ among the ions by about 9 eV. Together these add 1 to 1.5 keV to the channelled loss. Using the random rate for its inward path would therefore misplace a scatterer struck while the ion is still channelled, such as an atom sitting in the open channel.

The random loss is 6.7% of the initial energy. The factor $1/v^2$ in (8) therefore grows by about 7% by the end of that path, partly offset by the smaller logarithm. For thicker layers the loss should be integrated in steps.

An ion that leaves the channel at depth $z_d$ and is scattered at $z>z_d$ has an inward loss, at constant rates, of

$$
\Delta E_{\rm in}=S_{\rm ch}z_d+S_R(z-z_d). \tag{12}
$$

Its outward path needs the stopping for its own direction. Neither a single channelled rate nor a single random one describes the whole depth; which is worse depends on $z_d/z$.

For an ideally parallel beam aligned with the channel axis, $\psi=0$ at entry, and ions enter evenly over the cell with $E_\perp=U(\mathbf r_{\rm in})$. The area share in the table is then also the fraction of the beam below each transverse energy: 55% lie below 10 eV and 86% below 30 eV. Beam divergence and surface disorder shift ions to higher $E_\perp$.

In practice, estimate the distribution of $E_\perp$, apply (1) to each part whose accessible area is evenly filled, and use the resulting rates only over the depth where that distribution persists. For the parallel beam in this model, followed without slowing or scattering, (1) holds within 1% over the first 500 nm for ions below 15 eV and is 2 to 3% low between 15 and 40 eV. Scattering by electrons adds a further 1 to 2% at 10 eV, as estimated above. Ions between 40 and 100 eV average 0.93 over that depth, against 0.83 from (1), so their paths should be followed explicitly near the surface. Where a quick estimate is enough and the core is well avoided, the valence share of random stopping is a much better starting point than the density ratio of 0.30. That share is 0.60 for electrons at rest and about 0.7 with the motion of the L electrons included. The main values are in the numerical output below.

## Computed results

```
ion energy 2.0 MeV; lattice constant 0.543 nm
vibration amplitude per direction 0.0075 nm
L excitation 250 eV; K edge 1840 eV (rough)
Slater exponents K, L, valence 13.700 4.925 1.383 1/bohr
ion speed 4.489 atomic units
2 m v^2 1097 eV
valence plasma energy 16.60 eV
row lattice side 0.1920 nm; cell 0.03686 nm^2
short cutoff b_c 0.00662 nm
range v/omega: L 0.0259 nm, valence 0.3894 nm
stopping number per L electron 1.420; Bethe log 1.479
stopping number per valence electron 4.188; Bethe log 4.191
transfer at b=0.0265 nm, L: time integration 22.6570 eV, formula 22.6562 eV
barrier, static rows: direct 7.111 eV, Fourier 7.112 eV
barrier between channels, thermal 7.140 eV
stopping 0.0640 nm from row: direct 190.72, Fourier 190.72 eV/nm
mean electron density 699.5 per nm^3
centre: density/mean 0.274, S/S_R 0.593
midpoint: density/mean 0.313, S/S_R 0.626
row: density/mean 22.110, S/S_R 5.216
E_perp eV | angle at centre deg | area share | density | S/S_R
   1 | 0.041 | 0.049 | 0.278 | 0.595
   3 | 0.070 | 0.147 | 0.283 | 0.600
  10 | 0.128 | 0.553 | 0.298 | 0.618
  30 | 0.222 | 0.860 | 0.354 | 0.705
 100 | 0.405 | 0.980 | 0.728 | 0.926
random stopping 267.0 eV/nm: L 107.9, valence 159.1
channelled, 10 eV: 165.0 eV/nm: L 3.6, valence 161.4
valence share: of electrons 0.286, of random stopping 0.596
ratio estimates: density 0.298, local by shell 0.619, non-local 0.618
loss over 500 nm: random 133.5 keV, channelled 82.5 keV
random loss / ion energy 0.0667
mean U: area 5.139 eV, uniform ions at 1-2 um 5.133 eV
parallel entry, mean U: surface 9.844 eV, 1-2 um 5.030 eV
parallel entry, S/S_R: surface 0.6530, 0-500 nm 0.6178, 1-2 um 0.6179
uniform ions, S/S_R at 1-2 um 0.6179; area mean 0.6179
Bloch term in stopping number -0.204; ratio 0.644
nuclear / electronic random stopping 0.00101
K-shell / random stopping 0.00287
rough charge fraction 0.941; ratio if only random ions are screened 0.698
ratio for L excitation 200, 300 eV: 0.592, 0.646
ratio for valence exponent -10%, +10%: 0.621, 0.612
```
